# Remaining barrier of a truncated harmonic planar channel in a bent crystal

## Problem

A fast positive particle of momentum $p$ and speed $v$ moves between two neighbouring atomic planes of a crystal. The planes are a distance $2x_c$ apart, and $x$ is measured from the middle of the channel. The averaged potential energy of the straight channel is modelled by a truncated harmonic well,

$$U(x)=U_0\left(\frac{x}{x_c}\right)^2\ \ (|x|\le x_c),\qquad U(x)=U_0\ \ (|x|>x_c).$$

The crystal is bent so that mid-channel follows a circular arc of radius $R$. Take $x$ positive away from the centre of curvature. Assume $x_c\ll R$, $U_0\ll pv$, small angles to the planes, and classical motion without scattering or energy loss.

(a) Derive the equation of transverse motion and the effective potential.

(b) Find the critical radius $R_c$, above which the well can hold the particle against the bend.

(c) Define the barrier $\Delta U$ as the least transverse energy, counted from the bottom of the effective well, that lets the particle leave. Show that $\Delta U=U_0(1-R_c/R)^2$ for $R\ge R_c$, and find $\Delta U$ for $R<R_c$.

(d) Which entry positions and angles lead to capture?

(e) Evaluate the results for 400 GeV/c protons in the (110) channels of silicon, with $R=10$ m and a crystal 2 mm long. Use the rough typical values $U_0=20$ eV and lattice constant 0.543 nm, which gives $x_c=0.0960$ nm. Estimate the main effects left out of the model.

## Solution

### (a) Transverse motion

Use polar coordinates about the centre of curvature, with $r=R+x$. For a particle of mass $m$ and Lorentz factor $\gamma$, the radial momentum is $p_r=\gamma m\dot r$. The angular momentum $L=\gamma m r^2\dot\varphi$ is conserved, because the force is radial. The radial equation is

$$\frac{dp_r}{dt}=\gamma m r\dot\varphi^2-\frac{dU}{dx}=\frac{L^2}{\gamma m r^3}-\frac{dU}{dx}.$$

At small angles to the planes $r\dot\varphi\simeq v$, and $x\ll R$ allows $r\simeq R$. The centrifugal term becomes $\gamma m v^2/R=pv/R$. Since $U_0\ll pv$, the changes of $\gamma$ and $v$ across the channel can be neglected. With $z=R\varphi$ the distance along the arc, $dz/dt\simeq v$, so

$$\frac{dp_r}{dt}\simeq\gamma m v^2\frac{d^2x}{dz^2}=pv\,\frac{d^2x}{dz^2}.$$

Therefore

$$pv\,\frac{d^2x}{dz^2}=-\frac{dU}{dx}+\frac{pv}{R}.$$

The constant last term pushes the particle outward. Multiplying by $dx/dz$ and integrating gives the conserved transverse energy

$$E_\perp=\frac{pv}{2}\,\theta^2+U_{\rm eff}(x),\qquad \theta=\frac{dx}{dz},\qquad U_{\rm eff}(x)=U(x)-\frac{pv}{R}\,x .$$

The angle $\theta$ is measured from the local direction of the bent planes.

### (b) Critical radius

The restoring force inside the well has magnitude $2U_0|x|/x_c^2$. It is largest at the rim, where it equals $2U_0/x_c$. Equilibrium is lost when the centrifugal force reaches this value:

$$\frac{pv}{R_c}=\frac{2U_0}{x_c}\quad\Longrightarrow\quad R_c=\frac{pv\,x_c}{2U_0}.$$

With $\rho=R_c/R$, the centrifugal force at any radius is $pv/R=2U_0\rho/x_c$.

### (c) The barrier

Inside the well, insert this force and complete the square:

$$U_{\rm eff}=U_0\left[\left(\frac{x}{x_c}\right)^2-2\rho\,\frac{x}{x_c}\right]
=U_0\left(\frac{x}{x_c}-\rho\right)^2-U_0\rho^2 .$$

**Case $R\ge R_c$.** Here $\rho\le1$, and the minimum lies at $x_m=\rho x_c$, with $U_{\rm eff}(x_m)=-U_0\rho^2$. Relative to it, the two rims have heights

$$U_{\rm eff}(x_c)-U_{\rm eff}(x_m)=U_0(1-\rho)^2,\qquad
U_{\rm eff}(-x_c)-U_{\rm eff}(x_m)=U_0(1+\rho)^2 .$$

For $|x|>x_c$, $U_{\rm eff}=U_0-pv\,x/R$. Beyond the inner rim this keeps rising as the particle moves inward, so there is no escape on that side. Beyond the outer rim it falls, and a particle that has crossed is driven away. The outer rim is the exit, and

$$\boxed{\Delta U=U_0\left(1-\frac{R_c}{R}\right)^2,\qquad R\ge R_c.}$$

**Case $R<R_c$.** Now $\rho>1$, and inside the well

$$\frac{dU_{\rm eff}}{dx}=\frac{2U_0}{x_c}\left(\frac{x}{x_c}-\rho\right)<0 .$$

The effective potential falls outward everywhere, no well exists, and $\Delta U=0$. The square must not be continued into this range, where it would grow again. With the data of part (e) and $R=0.5$ m it would give 16.9 eV, while the largest outward climb found on the sampled effective potential is zero.

**Limits.** For $R\gg R_c$,

$$\Delta U\simeq U_0(1-2\rho)=U_0-\frac{pv}{R}\,x_c .$$

To this order the bend simply lowers the outer rim by force times distance. The remaining term $+U_0\rho^2$ arises because the minimum also sinks as it shifts outward. Just above the critical radius, put $R=R_c+\delta$ with $\delta\ll R_c$. Then $1-R_c/R=\delta/R\simeq\delta/R_c$, and $\Delta U\simeq U_0(\delta/R_c)^2$. The barrier opens quadratically, so a radius slightly above $R_c$ holds very little.

### (d) Capture

For $R\le R_c$ there is no well and nothing is captured. For $R>R_c$, a particle entering inside the well is bound if its transverse energy lies below the outer rim:

$$\frac{pv}{2}\theta^2+U_0\left(\frac{x}{x_c}-\rho\right)^2<U_0(1-\rho)^2 .$$

Divide by $U_0$ and define the critical angle of the straight channel, $\theta_c=\sqrt{2U_0/pv}$:

$$\frac{\theta^2}{\theta_c^2}+\frac{(x-x_m)^2}{x_c^2}<(1-\rho)^2 .$$

This is the interior of an ellipse centred on $x_m$, with semi-axes $x_c(1-\rho)$ and $\theta_c(1-\rho)$. Its area is $\pi x_c\theta_c(1-\rho)^2$. In this model the accepted phase-space area therefore shrinks by the same factor as the barrier.

For a beam exactly parallel to the planes at the entrance, $\theta=0$ and the accepted positions run from $(2\rho-1)x_c$ to $x_c$. Their length is $2x_c(1-\rho)$, which is a fraction $1-\rho$ of the channel width.

### (e) Protons in bent silicon

With $pv=400$ GeV,

$$R_c=\frac{(400\times10^9\ \text{eV})(0.0960\ \text{nm})}{2\,(20\ \text{eV})}=0.960\times10^9\ \text{nm}=0.960\ \text{m},\qquad \rho=0.0960 .$$

The minimum shifts by $x_m=0.0960\times0.0960$ nm $=0.0092$ nm, and

$$\Delta U=20\ \text{eV}\times(0.904)^2=16.3\ \text{eV}.$$

The inner rim stands 24.0 eV above the minimum. The critical angle falls from $\theta_c=10.0$ µrad to $0.904\,\theta_c=9.04$ µrad. The crystal turns the planes through $2\ \text{mm}/10\ \text{m}=200$ µrad, about twenty times the critical angle. A bound particle follows this turn because its angle to the local planes stays small.

The barrier was also obtained by integrating the exact relativistic polar equations and finding the launch angle at $x_m$ for which the particle just reaches the outer rim. The result is again 16.3 eV. Over the whole crystal, a particle launched inward 1 % below this angle stayed within $|x|=0.0951$ nm, inside the rim. One launched 1 % above it escaped outward.

At fixed $pv$, the barrier is 5.4 eV for $R=2$ m, 13.1 eV for 5 m and 18.1 eV for 20 m.

**Shape of the well.** For a symmetric well with a single parabolic minimum at mid-channel and its crests at the planes, the first-order loss of barrier is $(pv/R)x_c$: the crest is lowered by this amount, while the bottom at $x=0$ changes only in second order. Here it is $40.0\ \text{eV/nm}\times0.0960\ \text{nm}=3.84$ eV.

A planar potential built from Molière-screened atoms, averaged over a rough thermal displacement of 0.0075 nm, has a depth of 22.7 eV and $R_c\simeq0.68$ m. Its barrier at 10 m is 19.1 eV, a loss of 3.6 eV. These values depend on the atomic model: Hartree–Fock free-atom densities with the same thermal displacement give a depth of about 21.3 eV, $R_c\simeq0.71$ m and a barrier of 17.7 eV, with the same loss of 3.6 eV. Putting its depth and critical radius into the harmonic law gives 19.7 eV, which is too high. The harmonic law ties the mean force up to the rim, $U_0/x_c$, to half the largest force. In the Molière well the mean force is about 237 eV/nm and the largest about 590 eV/nm, a ratio of 0.40, so the law underestimates the loss.

**Scattering.** A random deflection $\theta_x$ adds on average $\tfrac12pv\langle\theta_x^2\rangle$ to the transverse energy, since the term linear in $\theta_x$ averages to zero. Small-angle Rutherford scattering has $d\sigma=(2Ze^2/pv)^2\,d\Omega/\theta^4$ in Gaussian units, with $\langle\theta_x^2\rangle=\theta^2/2$ over azimuth and $d\Omega=2\pi\theta\,d\theta$. For $n$ scatterers per volume,

$$\frac{dE_\perp}{dz}=n\,\frac{pv}{2}\int\frac{\theta^2}{2}\,\frac{4Z^2e^4}{(pv)^2\theta^4}\,2\pi\theta\,d\theta
=\frac{2\pi nZ^2e^4}{pv}\ln\frac{\theta_{\max}}{\theta_{\min}} .$$

As estimates, take $\theta_{\max}=\theta_c$, a single kick that supplies $U_0$, and $\theta_{\min}=\hbar/(ap)$, with $a=0.0194$ nm the screening length. The logarithm is then 6.0.

Electrons ($Z=1$) at the mean density of the crystal add about 0.27 eV over 2 mm, which is small beside the barrier. At the peak nuclear density in a plane the rate is about 20 eV/mm. This is an upper estimate: using the Molière form factor and keeping only the thermally incoherent part, since the rest is already contained in $U(x)$, lowers the logarithm to about 4.9 and the rate to about 16 eV/mm. Particles that enter this layer spend only part of their path there. Averaging the Gaussian nuclear density over the harmonic orbit that just reaches the outer rim gives about one seventh of the peak density, so such a particle would gain roughly 5 to 6 eV over the crystal length if it stayed on that orbit. This is about a third of the barrier, and ample to carry a particle near the rim over it.

A simple allowance moves the usable rim inward by two thermal displacements, to $x_e=0.0810$ nm. From the completed square,

$$\Delta U_e=U_0\left(\frac{x_e}{x_c}-\rho\right)^2=20\ \text{eV}\times(0.844-0.096)^2=11.2\ \text{eV}.$$

**Other losses and quantum effects.** At the mean atomic density, a rough inelastic nuclear cross-section of 0.5 barn would remove 0.5 % of the protons. Channelled protons that stay away from the nuclei lose fewer.

The harmonic part of the motion has wavelength $\lambda=2\pi x_c\sqrt{pv/2U_0}=60.3$ µm and level spacing $\hbar\omega=2\pi\hbar v/\lambda=0.0206$ eV, about 1/800 of the barrier. For tunnelling at an energy $\varepsilon$ below the outer rim, treat both flanks as straight, with slopes $F_1=416.7-40.0=376.7$ eV/nm inside and $F_2=416.7+40.0=456.7$ eV/nm outside. The outer slope assumes that an identical harmonic channel lies next to this one, which the truncated well leaves out. Integrating the semiclassical exponent over both flanks gives

$$G=\frac{4}{3}\,\frac{\sqrt{2pv}}{\hbar v}\,\varepsilon^{3/2}\left(\frac1{F_1}+\frac1{F_2}\right).$$

Here $\hbar v\simeq\hbar c=197$ eV nm. Thirty levels below the rim, $\varepsilon=0.62$ eV and $G\simeq14$, so the chance per encounter is of order $e^{-14}\sim10^{-6}$. With about 33 oscillations in the crystal, tunnelling matters only in a thin band at the top of the well.

**The real case.** Bent silicon crystals a few millimetres long are used to steer high-energy proton beams, and the values chosen here are in that regime. Of the assumptions examined here, with the usable rim placed two thermal displacements from the plane, the one that changes the barrier most is that the channel remains usable up to the atomic planes. Allowing for the nuclear layer lowers the harmonic barrier from 16.3 to 11.2 eV. With the Molière shape the same allowance gives 13.4 eV instead of 19.1 eV. With Hartree–Fock atoms it gives about 12.2 eV. For these inputs a barrier of roughly 11 to 13 eV is therefore a model estimate for particles that avoid strong nuclear scattering. The position of the usable rim is itself a convention: placing it one screening length from the plane gives about 10 to 11 eV, and one thermal displacement about 14 to 17 eV. The numerical output lists the main inputs and results.

## Computed values

```
lattice constant (rough input)      0.543 nm
plane spacing d                     0.1920 nm
half spacing xc                     0.0960 nm
well depth U0 (rough input)         20.0 eV
momentum p (input)                  400.0 GeV/c
pv                                  399.999 GeV
bend radius R (input)               10.0 m
crystal length (input)              2.0 mm
bend angle                          200.0 urad
largest restoring force 2U0/xc      416.7 eV/nm
centrifugal force pv/R              40.00 eV/nm
Rc, formula                         0.9599 m
Rc, where sampled well vanishes     0.9599 m
Rc/R                                0.0960
shifted minimum x_m                 0.00921 nm
barrier, formula                    16.345 eV
barrier, sampled potential          16.345 eV
barrier, exact orbits               16.345 eV
inner rim above minimum             24.024 eV
critical angle, straight            10.000 urad
critical angle, bent (orbits)       9.040 urad
oscillation wavelength              60.31 um
largest |x|, 1% below escape angle  0.0951 nm
final x, 1% above escape angle      193.9 nm
R =  1.2 m: barrier sampled   0.801 eV, formula   0.801 eV
R =  2.0 m: barrier sampled   5.409 eV, formula   5.409 eV
R =  5.0 m: barrier sampled  13.058 eV, formula  13.058 eV
R = 10.0 m: barrier sampled  16.345 eV, formula  16.345 eV
R = 20.0 m: barrier sampled  18.126 eV, formula  18.126 eV
R = 50.0 m: barrier sampled  19.239 eV, formula  19.239 eV
R =  0.5 m: barrier sampled   0.000 eV, bare square  16.920 eV
first-order barrier loss (pv/R)d/2  3.840 eV
thermal displacement (rough input)  0.0075 nm
Moliere depth, straight             22.72 eV
Moliere critical radius             0.678 m
Moliere barrier at R                19.12 eV
harmonic law with Moliere U0, Rc    19.74 eV
usable rim x_e                      0.0810 nm
barrier to x_e, harmonic            11.18 eV
barrier to x_e, Moliere             13.35 eV
screening length                    0.0194 nm
scattering logarithm                5.98
heating by electrons (mean density) 0.136 eV/mm
heating by electrons, whole crystal 0.272 eV
heating by nuclei at a plane        19.5 eV/mm
inelastic cross-section (rough)     0.5 barn
inelastic loss in crystal           0.50 %
quantum level spacing               0.0206 eV
barrier / level spacing             795
```
